# Floating Sheath Drop with Secondary Electron Emission Below the Space-Charge Limit

To estimate the energy with which ions strike an insulating chamber wall, one must decide whether the clean-wall floating potential is good enough or whether electron emission from the wall has to enter the calculation. If it does, one must also choose the yield to insert: emitted electrons per incident electron, or per incident ion. The two yields act through different formulas. For the first, the floating sheath drop falls by $-T\ln(1-\gamma)$, where $T$ is the electron temperature in volts. This section derives that result and finds where it stops being reliable.

## Model and conventions

The algebra uses atomic units, $e=m_e=1$, so an electron temperature in energy units equals the same temperature in volts. The ion mass $m_i$ is measured in electron masses, and ions are singly charged. The positive quantity $V$ is the potential at the sheath edge minus that at the wall. It repels electrons and accelerates ions.

The sheath is planar, steady and collisionless, without a magnetic field. The wall carries no net current. Plasma electrons at the edge have density $n$ and a Maxwellian distribution. The yield $\gamma$ is the mean number of electrons leaving the wall, reflected ones included, per incident plasma electron. At first, emission by ions is left out, and emitted electrons are assumed to join the plasma without changing conditions at the sheath edge.

## Electrons that reach the wall

Let $v_z$ be the velocity component towards the wall and $v_\perp$ the speed parallel to it. The edge distribution is

$$f=\frac{n}{(2\pi T)^{3/2}}\exp\left(-\frac{v_z^2+v_\perp^2}{2T}\right). \tag{1}$$

The field acts along $z$ alone, so an electron reaches the wall if $v_z>0$ and $v_z^2/2>V$. Its kinetic energies at the wall, normal and parallel, are

$$a=\frac{v_z^2}{2}-V,\qquad b=\frac{v_\perp^2}{2}. \tag{2}$$

Since $v_z\,dv_z=da$ and $2\pi v_\perp\,dv_\perp=2\pi\,db$, the incident flux element is

$$d\Gamma_e=v_z f\,dv_z\,2\pi v_\perp dv_\perp
=\frac{2\pi n}{(2\pi T)^{3/2}}e^{-V/T}e^{-(a+b)/T}\,da\,db. \tag{3}$$

Both $a$ and $b$ run from zero to infinity, and each integral gives $T$. Because $2\pi T^2/(2\pi T)^{3/2}=\sqrt{T/2\pi}$,

$$\Gamma_e=n\sqrt{\frac{T}{2\pi}}\,e^{-V/T}. \tag{4}$$

In (3) the drop appears solely in the common factor $e^{-V/T}$. A larger drop lets fewer electrons through, but those that arrive have the same distribution over energy and angle. To find their energy spectrum, put $E=a+b$. At fixed $E$, $a$ ranges from 0 to $E$, which supplies a factor $E$. The normalized spectrum and its mean are

$$p(E)=\frac{E}{T^2}e^{-E/T},\qquad
\langle E\rangle=\frac{1}{T^2}\int_0^\infty E^2e^{-E/T}dE=2T. \tag{5}$$

If one electron of energy $E$ releases $s(E)$ electrons on average, then $\gamma=\int_0^\infty s(E)p(E)\,dE$. This does not depend on $V$. For a linear yield,

$$s(E)=s_0+\frac{E}{E_1}\quad\Longrightarrow\quad
\gamma=s_0+\frac{2T}{E_1}. \tag{6}$$

The yield can therefore be calculated before the drop is known.

## Current balance and the reduction

The wall receives an ion flux $\Gamma_i$ and an electron flux $\Gamma_e$, and emits $\gamma\Gamma_e$. Zero current requires

$$\Gamma_i=\Gamma_e-\gamma\Gamma_e=(1-\gamma)\Gamma_e. \tag{7}$$

Inserting (4) and taking the logarithm gives

$$V(\gamma)=T\ln\left[\frac{n}{\Gamma_i}\sqrt{\frac{T}{2\pi}}\right]+T\ln(1-\gamma). \tag{8}$$

Now compare two walls at the same $T$ and the same ratio $\Gamma_i/n$. The first term is common to both, so

$$V(0)-V(\gamma)=-T\ln(1-\gamma). \tag{9}$$

For $0<\gamma<1$ the logarithm is negative and the reduction positive. An emitting wall loses part of the negative charge it collects. It must admit more plasma electrons to balance the same ion flux, and a lower barrier does this.

The ion mass has cancelled from (9). It enters the absolute drop. If cold ions arrive at the edge with the Bohm speed $\sqrt{T/m_i}$, and the edge is neutral, then $\Gamma_i=n\sqrt{T/m_i}$ and

$$V(0)=T\ln\sqrt{\frac{m_i}{2\pi}}=\frac T2\ln\frac{m_i}{2\pi}. \tag{10}$$

For small $\gamma$, (9) becomes $T(\gamma+\gamma^2/2+\cdots)$, so a weak emitter lowers the drop by about $\gamma T$. As $\gamma\to1$ the formula diverges, which shows that something omitted must intervene: the charge of the emitted electrons.

## Emission caused by ions

If each ion also releases $\gamma_i$ electrons, the wall emits an additional flux $\gamma_i\Gamma_i$. The balance becomes

$$(1+\gamma_i)\Gamma_i=(1-\gamma)\Gamma_e, \tag{11}$$

and the total reduction is

$$V(0)-V=-T\ln(1-\gamma)+T\ln(1+\gamma_i). \tag{12}$$

The two yields enter differently because one multiplies the electron flux, which adjusts with $V$, while the other multiplies the fixed ion flux. A yield per ion must not be put into (9).

## Charge of the emitted electrons

Equation (9) left the edge density and ion entry speed unchanged. To test that approximation, let the total electron density at the edge equal the ion density $n_0$. Emitted electrons supply a fraction $d$ of it, and plasma electrons supply $1-d$. Emitted electrons start at rest from the wall and ions enter with speed $M\sqrt{T/m_i}$. Define $\eta=V/T$, and let $\psi$ be the local potential drop from the edge divided by $T$.

Energy conservation gives the ion speed $M\sqrt{T/m_i}\sqrt{1+2\psi/M^2}$ and the emitted-electron speed $\sqrt{2T(\eta-\psi)}$. Each flux is constant, so each density varies inversely with speed. Plasma electrons are given the Boltzmann factor $e^{-\psi}$. The charge density divided by $n_0$ is then

$$\rho=\left(1+\frac{2\psi}{M^2}\right)^{-1/2}-(1-d)e^{-\psi}
-d\sqrt{\frac{\eta}{\eta-\psi}}. \tag{13}$$

With length measured in Debye lengths $\sqrt{T/4\pi n_0}$, Poisson's equation is $\psi''=\rho$; its sign is positive because the electric potential is $-T\psi$. Multiply by $\psi'$ and integrate from the edge, where $\psi$ and $\psi'$ vanish:

$$\begin{aligned}
\frac{(\psi')^2}{2}={}&M^2\left[\sqrt{1+\frac{2\psi}{M^2}}-1\right]
-(1-d)(1-e^{-\psi})\\
&-2d\left[\eta-\sqrt{\eta(\eta-\psi)}\right].
\end{aligned} \tag{14}$$

Near the edge $\rho(0)=0$, so the right side begins as $\rho'(0)\psi^2/2$. A real field requires $\rho'(0)\ge0$. Differentiating (13) and taking the marginal case gives the Bohm condition

$$\rho'(0)=-\frac1{M^2}+1-d-\frac{d}{2\eta}=0. \tag{15}$$

Without emission this gives $M=1$. With emission $M>1$.

The emitted flux at the edge is $dn_0\sqrt{2\eta T}=\gamma\Gamma_e$. Dividing by $\Gamma_i=(1-\gamma)\Gamma_e=n_0M\sqrt{T/m_i}$ gives

$$\frac{\gamma}{1-\gamma}=\frac{d\sqrt{2\eta m_i}}{M}. \tag{16}$$

The incident flux is (4) with $n=(1-d)n_0$. Current balance therefore reads

$$(1-\gamma)(1-d)\sqrt{\frac{m_i}{2\pi}}\,e^{-\eta}=M. \tag{17}$$

Taking its logarithm and subtracting the result from (10),

$$V(0)-V(\gamma)=T\left[-\ln(1-\gamma)-\ln(1-d)+\ln M\right]. \tag{18}$$

Both extra terms are positive. Emission leaves fewer plasma electrons at a given total edge density and raises the ion entry speed; each change lowers the drop further. Equation (9) is thus the leading term for small $d$. At fixed $\gamma<1$, (16) makes $d$ small for heavy ions, because emitted electrons cross the edge much faster than ions.

The field at the wall falls to zero when the right side of (14) vanishes at $\psi=\eta$:

$$M^2\left[\sqrt{1+\frac{2\eta}{M^2}}-1\right]-(1-d)(1-e^{-\eta})-2d\eta=0. \tag{19}$$

Solving (15)–(17) together with (19) by numerical root finding gives the space-charge limit $\gamma_c$. For argon, with $m_i=72\,821$, the solution is $\gamma_c=0.970$, $\eta=1.01$, $d=0.090$ and $M=1.075$. Beyond the limit, this model has no sheath in which the potential falls steadily to the wall. In the usual picture, a potential minimum in front of the wall then returns some emitted electrons, and the nominal yield may no longer be used in (7).

## An argon plasma facing an oxide wall

Take $T=3$ eV, an edge density of $10^{11}$ cm$^{-3}$, and argon at 10 mTorr and 300 K. These are rough typical values for a low-pressure inductive etching plasma. For an oxide-coated wall take the rough yield parameters $s_0=0.2$ and $E_1=30$ eV. Equation (6) gives

$$\gamma=0.2+\frac{2\times3}{30}=0.40,$$

well below $\gamma_c$. The drop without emission follows from (10), and the reduction from (9):

$$V(0)=\frac32\ln\frac{72\,821}{2\pi}=14.04\ \text{V},$$

$$-3\ln(1-0.40)=1.53\ \text{V}.$$

The emitting wall therefore has a drop of 12.50 V. An ion enters with kinetic energy $T/2=1.5$ eV, so its impact energy falls from 15.5 to 14.0 eV. The small-yield estimate $\gamma T$ would give a reduction of 1.2 V, too small by about a fifth of the value from (9).

The self-consistent equations (15)–(17), solved numerically at the same $\gamma$, give $d=8.6\times10^{-4}$ and $M=1.0005$. By (18), emitted space charge adds 0.004 V to the reduction. At the space-charge limit the extra terms are no longer so small:

$$3\left[-\ln(1-0.090)+\ln1.075\right]\approx0.50\ \text{V}.$$

There the self-consistent reduction is 11.0 V, against 10.5 V from (9), an error of about 5% relative to the former. The remaining drop is only 3.0 V, however, and (9) overestimates it by the same 0.5 V, about a sixth. Within this cold-emission model, the simple law thus gives the reduction fairly well up to the limit, but the remaining drop less well. Its divergence at $\gamma=1$ has no physical meaning. The values at the limit depend on the model's assumptions. At $\eta\approx1$ the plasma electrons lost to the wall are no longer few, and removing them from the returning stream gives $\gamma_c=0.976$ and a drop of 2.7 V. Real emitted electrons also start with an energy not negligible against $T=3$ eV. If they leave as a half-Maxwellian at 1 eV, the limit moves to $\gamma_c=0.985$ and the drop to about 1.2 V; (9) then gives the reduction to about 3% but overestimates the remaining drop by about 30%.

The ion-induced yield of an oxide depends on the material and the condition of its surface. As an illustration, $\gamma_i=0.1$ adds $3\ln1.1=0.29$ V according to (12). This matters more than emitted space charge in the example.

The temperature must also be known well. Combining (6), (8) and (10) and differentiating at fixed $s_0$, $E_1$ and $m_i$,

$$\frac{dV}{dT}=\frac VT-\frac{2T/E_1}{1-\gamma}
=\frac{12.50}{3}-\frac{0.2}{0.6}=3.8. \tag{20}$$

An error of 0.1 eV in $T$ shifts the calculated drop by about 0.4 V. Equation (9) compares walls at fixed temperature; if emission changes $T$ at fixed discharge power, that shift must be added.

## Collisions and missing electrons

With a rough ion–atom cross section of $10^{-18}$ m$^2$, the ion mean free path, one over gas density times cross section, is 3.1 mm. Integrating $d\psi/\psi'$ from $\psi=0.3$ to the wall with (14) gives a thickness of 0.26 mm for that part of the sheath. This part holds over 90% of the drop, and a fraction $1-e^{-0.26/3.1}\approx8\%$ of the ions collide in it; starting from $\psi=0.03$ the fraction is about 20%. The collisionless assumption is therefore reasonable for most of the drop, and the impact energies above are those of uncollided ions.

An emitted electron might cross the plasma and reach an identical opposite wall. It would gain $V$ in the first sheath and lose $V$ in the second, arriving almost at rest with yield $s_0$. If a fraction $t$ crosses, the total emitted flux satisfies $\Gamma_s=\gamma\Gamma_e+s_0t\Gamma_s$, while current balance is $\Gamma_i=\Gamma_e-(1-t)\Gamma_s$. Eliminating $\Gamma_s$ replaces $1-\gamma$ by

$$1-\gamma\frac{1-t}{1-s_0t}\approx1-\gamma+\gamma(1-s_0)t. \tag{21}$$

For a rough electron–atom cross section of $2\times10^{-19}$ m$^2$, the mean free path is 15.5 mm. Across a 100 mm gap, $t=e^{-100/15.5}=1.6\times10^{-3}$. The reduction becomes smaller by about $T\gamma(1-s_0)t/(1-\gamma)=0.003$ V. Electrons that collide are counted here as joining the plasma. At much lower pressure or in a narrow gap, $t$ need not be small.

The wall also absorbs fast electrons that would otherwise return through the edge. A Maxwellian without these returning electrons has the fraction $F(\eta)=[1+\operatorname{erf}(\sqrt\eta)]/2$ of its full density. At fixed edge density and ion entry speed its amplitude rises by $1/F$, which adds $-T\ln F(V/T)$ to the drop. This addition is below 0.01 V for either wall, because few electrons are fast enough to be lost. It is slightly larger for the emitting wall, whose drop is lower: solving for both drops lowers the reduction by 0.002 V. The missing electrons also lower the Bohm speed slightly, which changes the drops by a few millivolts more and is left out here.

## When the electron tail is colder

The electrons that reach the wall come from the energetic tail, and inelastic collisions can deplete it. Consider an isotropic distribution whose dependence on kinetic energy $\varepsilon$ is $e^{-\varepsilon/T}$ up to $\varepsilon_k$ and falls as $e^{-(\varepsilon-\varepsilon_k)/T_h}$ above it, continuous at $\varepsilon_k$. An electron arriving with energy $E$ had $\varepsilon=E+V$ at the edge. The construction leading to (5) then gives an incident spectrum proportional to $E f(E+V)$. If $V\ge\varepsilon_k$, all arriving electrons come from the tail and

$$E f(E+V)\propto e^{-V/T_h}\,E e^{-E/T_h}. \tag{22}$$

The flux varies as $e^{-V/T_h}$ and the mean yield is $\gamma_h=s_0+2T_h/E_1$. At fixed ion flux and edge distribution, if both drops exceed $\varepsilon_k$, (7) gives

$$V(0)-V(\gamma_h)=-T_h\ln(1-\gamma_h). \tag{23}$$

The relevant temperature is that of the electrons able to reach the wall.

For $T_h=2$ eV, $\gamma_h=0.333$ and (23) gives 0.81 V. To represent losses starting near the argon excitation energies, set $\varepsilon_k=11.5$ eV, keeping the ion entry speed at $\sqrt{T/m_i}$ with $T=3$ eV. Numerical integration of the fluxes and root finding for zero current give drops of 11.61 V without emission and 10.79 V with it. The second lies below $\varepsilon_k$, so (23) does not strictly apply, yet the reduction is 0.82 V. The reason is the factor $E$ in the spectrum: few electrons arrive with energies below $11.5-10.79=0.71$ eV. Integrating the spectrum gives them a share of about 5%, so the tail still controls the balance.

This is the largest correction to the reduction among those evaluated here. It nearly halves the 1.53 V obtained for a Maxwellian, and it also lowers the clean-wall drop by 2.4 V. In an etching plasma whose tail is cooled to a similar degree, the shape of the tail, together with the condition of the wall surface that sets its yield, therefore needs more attention than emitted space charge at this $\gamma$. The cooled tail used here is an illustration, not a measured distribution.

Real inductive sources may also have an oscillating sheath voltage. If the drop is $V+V_1\cos\omega t$ with $V_1<V$, and electrons respond instantaneously, averaging (4) multiplies the electron flux by the mean of $e^{-(V_1/T)\cos\omega t}$. For a Maxwellian, $\gamma$ stays constant during the cycle. At fixed $V_1$, $T$ and ion flux, this factor is the same for both walls and cancels from (9), although it raises both mean drops. This also requires emitted space charge to stay negligible at the moment of smallest drop, which $V_1<V$ alone does not ensure: in the example that drop is about 6 V for $V_1=30$ V but only about 3 V for $V_1=300$ V. If $V_1$ itself changes with emission, the cancellation fails.
